# Atom-pair C6 coefficients from hydride polarizabilities in D3, tested on BeH2, part 1

(Sections cited here and not found follow in the second part.)

## From the dispersion energy to an atom in a hydride

A calculation with the D3 dispersion correction on a beryllium compound must assign a coefficient \(C_6\) to each pair of beryllium atoms, which it does by interpolating automatically between reference values, such as one taken from the free atom and one taken from a hydride; the user can only judge which of them ought to dominate in the compound. The two differ widely. At the level of theory described in the second half, the free atom gives 169 eV Å\(^6\) and the atom in BeH\(_2\) gives 32 eV Å\(^6\). For two atoms 5 Å apart, the undamped energy \(-C_6/R^6\) is then \(-10.8\) meV or \(-2.0\) meV. The judgement depends on what the second value means: how a coefficient for two atoms can be obtained from molecules, and what is assumed on the way.

Consider two neutral closed-shell molecules M and N, in their ground states, at a distance \(R\) that is large compared with their sizes. Their charge clouds do not overlap, and \(R\) is small enough for the delay of the electromagnetic interaction to be neglected. Atomic units are used in the algebra. The leading interaction between neutral molecules is that of their dipoles,

\[
V=\frac{1}{R^3}\sum_{ij}d^M_i\,T_{ij}\,d^N_j,\qquad T_{ij}=\delta_{ij}-3\hat R_i\hat R_j ,
\]

where \(\mathbf d^M\) and \(\mathbf d^N\) are dipole operators and \(\hat{\mathbf R}\) is the unit vector joining the molecules. Higher multipoles contribute higher inverse powers of \(R\) and do not enter \(C_6\).

In second order, \(V\) can excite one molecule or both. Terms with one excited molecule describe induction by a permanent dipole and are not part of dispersion. The terms with both excited give

\[
E_{\rm disp}=-\frac{1}{R^6}\sum_{p,q\neq0}\frac{\bigl(\sum_{ij}\mu^p_iT_{ij}\nu^q_j\bigr)^2}{\Omega_p+\Omega_q}.
\]

Here \(\boldsymbol\mu^p\) is the transition dipole of M from the ground state to state \(p\), taken real, and \(\Omega_p\) is the excitation energy; \(\boldsymbol\nu^q\) and \(\Omega_q\) are the same quantities for N. The sums include the continuum. The minus sign arises because each intermediate state lies above the ground state.

D3 uses a coefficient that depends on no orientation, so the energy is averaged over independent rotations of the two molecules, with equal weight for all orientations. Under such an average the tensor \(\mu^p_i\mu^p_k\) can have no preferred axis. It must be a multiple of \(\delta_{ik}\), and since rotation leaves its trace \(|\boldsymbol\mu^p|^2\) unchanged,

\[
\langle\mu^p_i\mu^p_k\rangle=\tfrac13|\boldsymbol\mu^p|^2\delta_{ik},\qquad
\langle\nu^q_j\nu^q_l\rangle=\tfrac13|\boldsymbol\nu^q|^2\delta_{jl}.
\]

The squared matrix element contains \(\mu_i\mu_kT_{ij}T_{kl}\nu_j\nu_l\). The two averages set \(k=i\) and \(l=j\) and leave the factor \(\frac19\sum_{ij}T_{ij}^2\). With \(\hat{\mathbf R}\) along \(z\), \(T\) is diagonal with elements \(1,1,-2\), so the sum of squares is 6. Writing \(E_{\rm disp}=-C_6/R^6\), one finds

\[
C_6^{MN}=\frac23\sum_{pq}\frac{|\boldsymbol\mu^p|^2|\boldsymbol\nu^q|^2}{\Omega_p+\Omega_q}.
\]

The oscillator strength is \(f_p=\frac23\Omega_p|\boldsymbol\mu^p|^2\). Replacing \(|\boldsymbol\mu^p|^2\) by \(3f_p/(2\Omega_p)\), and likewise for N, gives the factor \(\frac23\cdot\frac94=\frac32\):

\[
C_6^{MN}=\frac32\sum_{pq}\frac{f_pf_q}{\Omega_p\Omega_q(\Omega_p+\Omega_q)}. \tag{1}
\]

The denominator \(\Omega_p+\Omega_q\) ties the two molecules together. To speak of the share of an atom, one needs a form in which each molecule enters through a function of its own. The polarizability at imaginary frequency is such a function. Its meaning is concrete: it is the response to a field that grows as \(F e^{\omega t}\) with \(\omega>0\), since \(e^{-izt}\) becomes \(e^{\omega t}\) for \(z=i\omega\).

Let the field point along axis \(i\), so that the perturbation is \(-d_iFe^{\omega t}\). The amplitude of state \(p\) obeys, to first order,

\[
i\dot c_p=-\mu^p_iF\,e^{(i\Omega_p+\omega)t},\qquad
c_p=\frac{i\mu^p_iF}{\omega+i\Omega_p}\,e^{(i\Omega_p+\omega)t}.
\]

The amplitude vanishes in the distant past, as it should. The induced dipole is twice the real part of \(\mu_i^pc_pe^{-i\Omega_pt}\), summed over \(p\). Because

\[
\operatorname{Re}\frac{i}{\omega+i\Omega_p}
=\operatorname{Re}\frac{i(\omega-i\Omega_p)}{\omega^2+\Omega_p^2}
=\frac{\Omega_p}{\Omega_p^2+\omega^2},
\]

the diagonal polarizability is \(\alpha_{ii}(i\omega)=\sum_p2\Omega_p(\mu^p_i)^2/(\Omega_p^2+\omega^2)\). One third of the sum over the axes is the mean polarizability

\[
\alpha(i\omega)=\sum_p\frac{f_p}{\Omega_p^2+\omega^2}. \tag{2}
\]

It is real and positive, and it falls smoothly as \(\omega\) grows. There are no resonances on the imaginary axis.

The link between (1) and (2) is an integral. For \(a\neq b\), both positive, partial fractions give

\[
\frac{1}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{1}{b^2-a^2}\left[\frac1{a^2+\omega^2}-\frac1{b^2+\omega^2}\right].
\]

Since \(\int_0^\infty d\omega/(a^2+\omega^2)=\pi/(2a)\),

\[
\int_0^\infty\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}
=\frac{\pi}{2}\,\frac{1/a-1/b}{b^2-a^2}
=\frac{\pi}{2ab(a+b)} .
\]

The last step uses \(1/a-1/b=(b-a)/(ab)\) and cancels \(b-a\). The case \(a=b\) follows by continuity. Setting \(a=\Omega_p\) and \(b=\Omega_q\), one may replace \(1/[\Omega_p\Omega_q(\Omega_p+\Omega_q)]\) in (1) by \(2/\pi\) times the integral. The prefactor becomes \(\frac32\cdot\frac2\pi=\frac3\pi\), and the two sums separate:

\[
C_6^{MN}=\frac3\pi\int_0^\infty d\omega\,\alpha^M(i\omega)\,\alpha^N(i\omega). \tag{3}
\]

This is the Casimir-Polder formula for mean polarizabilities. The coefficient is linear in \(\alpha^M\) and linear in \(\alpha^N\), so any division of the polarizabilities into parts carries over to a division of \(C_6\).

D3 writes the dispersion energy as a sum over pairs of atoms. At large distance its leading part is \(-C_6^{ab}/R_{ab}^6\) for each pair, with damping acting at short range. If M and N are far apart, all distances between an atom of M and an atom of N approach \(R\), and the pair coefficients should add up to the molecular one. For two BeH\(_2\) molecules, with one Be and two H atoms in each, this requires

\[
C_6^{\rm BeBe}+4C_6^{\rm BeH}+4C_6^{\rm HH}=C_6^{MM}.
\]

Even if \(C_6^{\rm HH}\) is taken from H\(_2\), one equation remains for two unknowns. The molecular coefficient alone does not determine the atomic ones. The polarizability, known at every imaginary frequency, supplies what is missing once a rule for dividing it has been chosen.

The rule is additivity. For a hydride M = A\(_m\)H\(_n\), one assumes that each atom of A contributes the same function \(\alpha^A\), and that each hydrogen contributes what it contributes in H\(_2\), namely half of \(\alpha^{\rm H_2}\):

\[
\alpha^M(i\omega)=m\,\alpha^A(i\omega)+\frac n2\,\alpha^{\rm H_2}(i\omega)\qquad\text{for every }\omega. \tag{4}
\]

Solving for the atom gives

\[
\alpha^A(i\omega)=\frac1m\left[\alpha^M(i\omega)-\frac n2\,\alpha^{\rm H_2}(i\omega)\right]. \tag{5}
\]

For a second hydride N = B\(_k\)H\(_l\), the same step gives \(\alpha^B\) with \(k\) and \(l\) in place of \(m\) and \(n\). Inserting both atomic functions into (3) yields the D3 reference coefficient

\[
C_6^{AB}=\frac3\pi\int_0^\infty d\omega\;
\frac1m\left[\alpha^M-\frac n2\alpha^{\rm H_2}\right]
\frac1k\left[\alpha^N-\frac l2\alpha^{\rm H_2}\right], \tag{6}
\]

with all polarizabilities taken at \(i\omega\). The factors \(1/m\) and \(1/k\) turn the remainder of a whole molecule into the value for one atom. For \(m=1\) and \(n=0\) nothing is subtracted, and the reference is the free atom.

For a single hydride, equation (4) cannot be wrong, because it merely defines \(\alpha^A\) through (5). It becomes a statement about nature when the same \(\alpha^A\) is used for another system that contains A. Any test of additivity therefore needs at least two systems with the same element.

At large \(\omega\) the subtraction has a simple meaning. Equation (2) then tends to \(\alpha(i\omega)\to\sum_pf_p/\omega^2\), and the sum of oscillator strengths follows from a commutator. For a Hamiltonian with kinetic energy \(\frac12\sum\mathbf p^2\) and a potential that depends on positions alone, \([d_i,[H,d_i]]=N_e\), the number of electrons. The ground-state expectation value of the double commutator is \(2\langle d_i(H-E_0)d_i\rangle=2\sum_p\Omega_p(\mu_i^p)^2\). Summing over the three axes and dividing by three gives \(\sum_pf_p=N_e\). A neutral hydride has \(mZ_A+n\) electrons, with \(Z_A\) the atomic number of A. The subtracted share \(\frac n2\alpha^{\rm H_2}\) removes \(\frac n2\cdot2=n\) of them, so \(Z_A\) electrons remain for each atom of A. In this limit the extracted atom and the free atom agree. At low frequency nothing forces them to.

The place of the subtraction matters as well. Multiplying out (6) and applying (3) to each product gives

\[
mk\,C_6^{AB}=C_6^{MN}-\frac l2C_6^{M,{\rm H_2}}-\frac n2C_6^{{\rm H_2},N}+\frac{nl}{4}C_6^{{\rm H_2,H_2}}. \tag{7}
\]

The last term has a positive sign because the hydrogen-hydrogen part is removed twice by the two terms before it. Suppose instead that one subtracted coefficients in the obvious way, taking \(C_6^{MM}-C_6^{\rm H_2,H_2}\) for a hydride AH\(_2\). With \(\alpha^M=\alpha^A+\alpha^{\rm H_2}\), the square under the integral gives

\[
C_6^{MM}-C_6^{\rm H_2,H_2}=C_6^{AA}+2C_6^{A,{\rm H_2}} .
\]

The attraction between A in one molecule and the hydrogens of the other would be booked as attraction between the two A atoms. Subtracting polarizabilities before multiplying them removes these cross terms.

The same algebra shows that one tempting confirmation is empty. If hydrogen is given \(\alpha^{\rm H}=\frac12\alpha^{\rm H_2}\), the atomic functions of a hydride add up to \(\alpha^M\) by their definition, and the sum of pair coefficients over two parent hydrides returns \(C_6^{MN}\) whatever the quality of (4).

What a failure of additivity does to \(C_6\) can be written down. Let \(\alpha^A\) now be the function that describes A in some other system, and let the hydride deviate by \(\delta(i\omega)\):

\[
\alpha^M=m\alpha^A+\frac n2\alpha^{\rm H_2}+\delta .
\]

Equation (5) then returns \(\alpha^A+\delta/m\). The whole deviation is charged to A, even if it arose in the hydrogens or in the bonds. For a like pair, squaring this function gives the change

\[
\Delta C_6^{AA}=\frac6\pi\int_0^\infty d\omega\,\alpha^A\frac\delta m+\frac3\pi\int_0^\infty d\omega\left(\frac\delta m\right)^2. \tag{8}
\]

For small \(\delta\) the first term leads, and a relative error \(\epsilon\) of the atomic polarizability that is the same at all frequencies becomes an error of about \(2\epsilon\) in \(C_6^{AA}\).

There is also a failure that the like-pair coefficient conceals. Nothing in (5) guarantees a positive result: a hydride less polarizable than its assigned share of H\(_2\) would leave a negative \(\alpha^A\). The integral of its square would still be positive. The sign must be inspected in the polarizability itself.

Subtracting hydrogen's assumed share from a hydride's polarizability at each imaginary frequency defines an atomic polarizability, and from it the D3 reference coefficient. Whether that atomic function also describes the same element in another system remains to be tested, which the next part does for beryllium.
